# Counting the States and Fine-Structure Levels of Sn10+ in 4d^4

## Problem

A tin atom has 50 electrons. The ion Sn$^{10+}$ keeps 40 of them: 36 in closed shells with the structure of krypton, and four in the open 4d shell.

(a) How many independent quantum states does the configuration $4d^4$ contain?

(b) Into how many fine-structure levels do these states group, and how many levels belong to each total angular momentum $J$?

(c) Does the answer to (b) depend on whether electron repulsion or spin-orbit coupling is the stronger interaction? What changes the number of distinct energies?

A fine-structure level means a set of $2J+1$ states, with $M_J=-J,\dots,J$, that rotational symmetry forces to have the same energy. The ion is taken to be free of external fields, the nuclear spin is ignored, and the Hamiltonian is restricted to the single configuration $4d^4$. Angular momenta are in units of $\hbar$ and energies in eV.

## A first estimate by scaling

A d electron has $l=2$, hence five orbital projections and two spin projections: ten spin-orbitals. Four independent electrons would have $10^4$ arrangements. Dividing by the $4!$ permutations of identical particles gives
$$
\frac{10^4}{4!}\approx 417\ \text{states}.
$$
This treats the exclusion principle loosely, because arrangements with two electrons in one spin-orbital have not been removed.

To estimate the number of levels, divide by a typical multiplicity $2J+1$. One d electron has $j=5/2$ (six states, $j(j+1)=35/4$) or $j=3/2$ (four states, $j(j+1)=15/4$). The average over the ten states is
$$
\langle \mathbf j^2\rangle=\frac{6\cdot\frac{35}{4}+4\cdot\frac{15}{4}}{10}=\frac{27}{4}.
$$
For independent electrons the cross terms $\langle\mathbf j_1\cdot\mathbf j_2\rangle$ average to zero, so the squares add as in a random walk: $\langle\mathbf J^2\rangle\approx4\cdot\frac{27}{4}=27$. Setting $J(J+1)=27$ and using $(2J+1)^2=1+4J(J+1)$,
$$
2J+1\approx\sqrt{1+108}\approx10.4,\qquad
\text{number of levels}\approx\frac{417}{10.4}\approx40 .
$$
The estimate promises a few hundred states and a few tens of levels.

## Exact solution

### States

The Pauli principle allows at most one electron in each spin-orbital, and exchanging two electrons changes only the sign of the state. A basis state, a Slater determinant, is therefore fixed by which four of the ten spin-orbitals are occupied:
$$
\binom{10}{4}=\frac{10\cdot9\cdot8\cdot7}{4\cdot3\cdot2\cdot1}=210 .
$$
The closed shells add no factor. Each can be filled in one way, and a single state that rotations map onto itself has $J=0$.

### From projections to levels

Each determinant has a definite projection $M_J=\sum(m_l+m_s)$. Let $N(M)$ be the number of determinants with $M_J=M$, and $n_J$ the number of levels with angular momentum $J$.

The Hamiltonian commutes with all components of $\mathbf J$. The operators $J_\pm$ therefore change $M_J$ by one without changing the energy, and the 210-dimensional space splits into complete multiplets. A multiplet $J$ contributes one state to each $M$ with $|M|\le J$, so for $M\ge0$
$$
N(M)=\sum_{J\ge M}n_J .
$$
Subtracting the same sum started one step higher leaves
$$
n_J=N(J)-N(J+1).
$$
With four electrons, each of half-integer $j$, $J$ is an integer. Each level then contains one state with $M_J=0$, and the total number of levels is
$$
\sum_J n_J=N(0).
$$
The levels can thus be counted without finding a single energy.

### Counting the projections

Write $t=2(m_l+m_s)$ to avoid fractions. The orbital projections $2,1,0,-1,-2$ with spin up give $t=5,3,1,-1,-3$; with spin down they give $t=3,1,-1,-3,-5$. The positive values are therefore $5,3,3,1,1$, and the negative ones are their mirror images.

Let $P_p(s)$ be the number of ways to choose $p$ of the five positive values with sum $s$.

- One value: $P_1(5)=1$, $P_1(3)=2$, $P_1(1)=2$.
- Two values: $P_2(8)=2$, from $5+3$; $P_2(6)=3$, from $5+1$ twice and $3+3$ once; $P_2(4)=4$, from $3+1$; $P_2(2)=1$, from $1+1$.
- Three values: all five sum to 13, so choosing three means leaving out a pair, and $P_3(s)=P_2(13-s)$. Hence $P_3(5)=2$, $P_3(7)=3$, $P_3(9)=4$, $P_3(11)=1$.
- Four values: one is left out, so $P_4(s)=P_1(13-s)$. Hence $P_4(8)=1$, $P_4(10)=2$, $P_4(12)=2$.

If $p$ electrons have positive $t$ with sum $s$, the other $4-p$ have negative $t$, whose magnitudes must sum to $s-2M$.

For $M=0$ the two sums are equal. Two positive and two negative values give $2^2+3^2+4^2+1^2=30$ choices. Three positive values can balance one negative value only at $s=5$, since the smallest triple sum is 5 and the largest single value is 5; this gives $2\cdot1=2$ choices. The mirror case gives 2 more. Four values of one sign cannot cancel. Therefore
$$
N(0)=30+2+2=34 .
$$

For $M\ge1$ the cases are two positive with two negative values, three with one, and four with none. One positive against three negative values cannot contribute, because its sum is at most $5-5=0$. In this order of cases,
$$
\begin{aligned}
N(1)&=(2\cdot3+3\cdot4+4\cdot1)+(2\cdot2+3\cdot1)=29,\\
N(2)&=(2\cdot4+3\cdot1)+(2\cdot2+3\cdot2+4\cdot1)=25,\\
N(3)&=2\cdot1+(3\cdot2+4\cdot2+1\cdot1)=17,\\
N(4)&=(4\cdot2+1\cdot2)+1=11,\\
N(5)&=1\cdot2+2=4,\\
N(6)&=2,\qquad N(7)=0 .
\end{aligned}
$$
Here $N(4)$ and $N(5)$ have only the last two cases, and $N(6)$ only the last. The differences give the levels.

| $J$ | 0 | 1 | 2 | 3 | 4 | 5 | 6 |
|---|---|---|---|---|---|---|---|
| $N(J)$ | 34 | 29 | 25 | 17 | 11 | 4 | 2 |
| $n_J$ | 5 | 4 | 8 | 6 | 7 | 2 | 2 |
| $(2J+1)n_J$ | 5 | 12 | 40 | 42 | 63 | 22 | 26 |

The second row sums to 34 levels and the third to 210 states, so no state is lost.

### The same levels when repulsion dominates

If spin-orbit coupling is weak, $L$ and $S$ are good quantum numbers, and the states form terms $^{2S+1}L$. A term contributes once to each $M_S$ with $|M_S|\le S$, so terms can be found by lowering $M_S$ and removing those already known.

For $M_S=2$ all four spins are up. One of the five orbitals is empty, $M_L$ runs from $-2$ to $2$, and the term is $^5D$.

For $M_S=1$ three spins are up and one is down. The three up electrons leave two orbitals empty. Pairs of different orbitals have $|M_L|=3,2,1,0$ in $1,1,2,2$ ways for each sign, which means $L=3$ and $L=1$. Coupling $P+F$ to the $D$ of the down electron gives
$$
(P+F)\otimes D=2P+2D+2F+G+H .
$$
One $D$ belongs to $^5D$. The triplets are $^3P$ twice, $^3D$, $^3F$ twice, $^3G$ and $^3H$.

For $M_S=0$ two spins are up and two down, and each pair again gives $P+F$:
$$
(P+F)\otimes(P+F)=2S+2P+4D+3F+3G+H+I .
$$
Removing the whole $M_S=1$ list leaves the singlets $^1S$ twice, $^1D$ twice, $^1F$, $^1G$ twice and $^1I$.

There are $1+7+8=16$ terms. Coupling $L$ to $S$ gives $\min(2L+1,2S+1)$ values of $J$: five for $^5D$, three for each triplet and one for each singlet. The total is $5+7\cdot3+8=34$.

### The same levels when spin-orbit coupling dominates

In the opposite limit each electron has its own $j$. Let $k$ electrons have $j=5/2$ and $4-k$ have $j=3/2$. The projection count, applied to each subshell, gives these allowed angular momenta:

- $j=3/2$: $J=0$ for zero or four electrons, $3/2$ for one or three, and $0,2$ for two.
- $j=5/2$: $J=0$ for zero electrons, $5/2$ for one, $0,2,4$ for two or four, and $3/2,5/2,9/2$ for three.

Coupling $J_1$ to $J_2$ gives $2\min(J_1,J_2)+1$ levels. For $k=0,1,2,3,4$ the numbers are
$$
1,\quad 4,\quad 3+(1+5+5)=14,\quad 4+4+4=12,\quad 3,
$$
which again add to 34. The coupling scheme changes the labels and energies of the levels, not their number. This answers the first part of (c).

## Comparison of the estimate with the exact count

The estimate of 417 states is too high by a factor 1.98. The exact count replaces $10^4$ by $10\cdot9\cdot8\cdot7$, so this factor comes from the ordered arrangements that repeat a spin-orbital. The number 417 is not the count for identical particles without exclusion, which is $\binom{13}{4}=715$: an arrangement with a repeat has fewer than $4!$ distinct permutations.

The estimate of 40 levels is only 18% above 34, but two errors offset each other. The states were overcounted by 1.98, while the multiplicity 10.4 exceeds the true mean per level, $210/34\approx6.2$, by a factor 1.7.

Exclusion also reduces the typical $J$. In an average over the 210 determinants, a given spin-orbital $a$ is occupied with probability $4/10$, and two different ones together with probability $(4\cdot3)/(10\cdot9)=2/15$. With $m_a=t_a/2$ and $\sum_a m_a=0$, the sum over different pairs is $\sum_{a\ne b}m_am_b=-\sum_am_a^2$. Hence
$$
\langle M_J^2\rangle=\left(\frac25-\frac2{15}\right)\sum_a m_a^2
=\frac4{15}\cdot\frac{90}{4}=6,
$$
where $\sum_at_a^2=2\cdot25+4\cdot9+4\cdot1=90$. The three components of $\mathbf J$ have equal averages, so $\langle\mathbf J^2\rangle=18$ instead of 27.

Using this value and 210 states gives $210/\sqrt{1+72}\approx24.6$ levels, which is now too few. The reason is the averaging. A level has $2J+1$ states, so the number of levels is the sum of $1/(2J+1)=1/\sqrt{1+4\mathbf J^2}$ over all states. This is a convex function of $\mathbf J^2$, and its average is at least its value at the average. The number 24.6 is therefore a lower bound.

A better estimate keeps the distribution of projections. If $N(M)$ is approximated by a Gaussian of variance 6,
$$
N(0)\approx\frac{210}{\sqrt{2\pi\cdot6}}\approx34.2 .
$$
The agreement within 1% is partly luck: at $M=1$ the same Gaussian gives 31.5 against the exact 29, an error of 9%.

## Energies for a model of the tin ion

Equal counting does not by itself guarantee 34 different energies, since two levels may coincide by accident. A specific Hamiltonian settles the matter for a given case:
$$
H=\sum_{k=2,4}F^k\sum_{i<j}\mathbf C^k(i)\cdot\mathbf C^k(j)
+\zeta\sum_i\mathbf l_i\cdot\mathbf s_i .
$$
The $\mathbf C^k$ are spherical harmonics multiplied by $\sqrt{4\pi/(2k+1)}$, $F^k$ are the Slater integrals of the repulsion, and $\zeta$ is the spin-orbit parameter. The $F^0$ part shifts all states equally and is omitted. Rough values in the regime of Sn$^{10+}$ are $F^2=12$ eV, $F^4=8$ eV and $\zeta=0.6$ eV.

Diagonalization in the space of 210 determinants gives 16 distinct energies with repulsion alone, 5 with spin-orbit coupling alone, and 34 with both. The 5 follow from $\mathbf l\cdot\mathbf s=1$ for $j=5/2$ and $-3/2$ for $j=3/2$: the energy $\zeta[k-\frac32(4-k)]$ depends only on $k=0,\dots,4$. With both interactions the degeneracies and values of $J$ agree with the table above.

The lowest level has $J=0$, followed by $J=1,2,3,4$ at 0.430, 0.911, 1.365 and 1.772 eV. The highest lies at 18.23 eV. The smallest gap is 0.0019 eV, between a $J=2$ level at 5.560 eV and a $J=4$ level at 5.562 eV. A rotationally invariant Hamiltonian cannot mix different $J$, so nothing in this model keeps such a pair apart.

External fields change the count. An axial electric field gradient leaves states with $+M$ and $-M$ degenerate. The 34 states with $M=0$ stand alone and the other 176 form pairs, so up to $34+176/2=122$ energies appear. A magnetic field can separate all 210. Diagonalization with the field strengths used below gives these two numbers.

## The ion in an EUV source

Highly charged tin ions in laser-produced plasmas supply light near 13.5 nm for lithography. Take as rough plasma values $k_BT=30$ eV and an electron density of $10^{19}$ cm$^{-3}$. If the levels are populated according to Boltzmann factors, the sum of $e^{-E/k_BT}$ over the configuration, with $E$ measured from the lowest level, is 171. The 210 states then have comparable populations, and the ground level alone is a poor description of the ion. In thermal equilibrium $4d^4$ would also not be the only populated configuration at this temperature. Moving one electron from 4p to 4d gives $4p^54d^5$, with $6\cdot\binom{10}{5}=1512$ states. If all of them lay 91.8 eV above the ground level, the energy of a 13.5 nm photon, they would add $1512\,e^{-91.8/30}\approx71$ to the sum. This is only a scale: a photon energy marks particular transitions, not the mean energy of a configuration, and a lower mean would raise the contribution. Equilibrium itself is also doubtful here. The McWhirter criterion, $n_e\gtrsim1.6\times10^{12}\,T^{1/2}\,\Delta E^3$ cm$^{-3}$ with $T$ in K and $\Delta E$ in eV, asks for about $6\times10^{18}$ cm$^{-3}$ across the 18 eV of $4d^4$ but about $7\times10^{20}$ cm$^{-3}$ for a 92 eV excitation. At $10^{19}$ cm$^{-3}$ radiative decay can hold $4p^54d^5$ below its Boltzmann population.

Among the corrections to the level energies estimated here, the largest comes from mixing with other configurations. For an illustrative coupling of 10 eV to a single state with two electrons promoted from 4p to 4d, and with the 91.8 eV of a 13.5 nm photon taken as a rough cost of each promotion, second-order perturbation theory gives a shift of
$$
\frac{(10\ \text{eV})^2}{2\cdot91.8\ \text{eV}}\approx0.54\ \text{eV}.
$$
The mean spacing of the model levels is $18.23/33\approx0.55$ eV, and a shift common to all levels would not matter. The shift generally differs from level to level, however, and because many promoted states contribute, it can be several times larger than this estimate. The calculated order of close levels is therefore not reliable. The count is more robust, because configuration interaction is also rotationally invariant. Adding a term proportional to $\mathbf L^2$, scaled to reach 0.54 eV at $L=6$, leaves 34 distinct energies. If mixing becomes so strong that states can no longer be assigned to $4d^4$, the multiplets survive but the question of how many belong to this configuration loses its meaning.

The other effects estimated here are smaller. If ions of charge 10 supply all the electrons, a sphere containing one ion on average has a radius of 6.2 nm, which is taken as the distance scale to a neighbouring ion. For a rough 4d radius of 0.06 nm, its unscreened field gradient has an energy scale of $2.2\times10^{-4}$ eV, and its field, acting over the same radius against an excitation energy of 91.8 eV, gives a quadratic Stark shift of about $5.5\times10^{-6}$ eV. A magnetic field of 10 T has the scale $\mu_BB=5.8\times10^{-4}$ eV. The sublevels of one level spread over $2Jg_J$ times this, with $g_J$ the Landé factor, up to about $8\times10^{-3}$ eV for $J=6$, which exceeds the smallest gap of the model. Hyperfine coupling, for isotopes with nuclear spin, is weaker than spin-orbit coupling by a factor of about $g\,m_e/(m_pZ_{\text{eff}})$, where $g$ is the nuclear g-factor, $m_e/m_p$ the electron-to-proton mass ratio and $Z_{\text{eff}}$ the effective nuclear charge seen by a 4d electron. The rough values $g=2$ and $Z_{\text{eff}}=35$ give $1.9\times10^{-5}$ eV.

The number of levels is not the number of resolved spectral lines. At an ion temperature of 30 eV, the Doppler width of a 13.5 nm line is $3.6\times10^{-3}$ eV, larger than the smallest gap in the model. Transitions from one upper level to that close pair would overlap even without any other broadening. This particular gap is an accident of the rough parameters: raising $F^2$ by 1% reverses the order of the two levels, and lowering $\zeta$ by 5% widens the gap to 0.0048 eV, beyond the Doppler width. It shows what can happen among 34 levels, not where the real ion has a close pair. The numerical output lists all 34 model energies.

## Values computed for the example and the checks

```
4d electrons in Sn10+: 4
states of 4d^4: 210
N(M_J) for M_J = 0..6: [34, 29, 25, 17, 11, 4, 2]
levels for J = 0..6: [5, 4, 8, 6, 7, 2, 2]
states for J = 0..6: [5, 12, 40, 42, 63, 22, 26]
levels in total: 34
pair sums of positive 2m_j, ways: {2: 1, 4: 4, 6: 3, 8: 2}
M_J=0 sets by number of positive m_j: {1: 2, 2: 30, 3: 2}
terms with S=2: {'5D': 1}; levels: 5
terms with S=1: {'3P': 2, '3D': 1, '3F': 2, '3G': 1, '3H': 1}; levels: 21
terms with S=0: {'1S': 2, '1D': 2, '1F': 1, '1G': 2, '1I': 1}; levels: 8
LS terms in total: 16
levels by number of j=5/2 electrons: {0: 1, 1: 4, 2: 14, 3: 12, 4: 3}
F2, F4, zeta (rough inputs): 12.0, 8.0, 0.6 eV
distinct energies, repulsion only: 16
distinct energies, spin-orbit only: 5
distinct energies, both: 34
J=0 energies (eV): 0.000 3.360 7.942 11.110 18.227
J=1 energies (eV): 0.430 4.473 6.885 10.607
J=2 energies (eV): 0.911 4.593 5.560 6.613 8.190 9.611 10.232 14.349
J=3 energies (eV): 1.365 4.386 5.763 6.267 8.684 10.389
J=4 energies (eV): 1.772 3.627 5.111 5.562 7.624 9.898 11.312
J=5 energies (eV): 4.350 6.219
J=6 energies (eV): 4.714 6.662
spread of the levels: 18.23 eV
smallest gap between levels: 0.0019 eV
plasma kT (rough input): 30 eV
electron density (rough input): 1e+19 cm^-3
thermally effective states: 171 of 210
4d radius (rough input): 0.6 angstrom
distance to neighbouring ion: 6.2 nm
photon energy at 13.5 nm: 91.8 eV
configuration coupling (rough input): 10 eV
configuration-interaction shift: 0.54 eV
ion field-gradient energy: 2.2e-04 eV
quadratic Stark shift: 5.5e-06 eV
Zeeman energy at 10 T: 5.8e-04 eV
hyperfine (rough Z_eff 35, g 2): 1.9e-05 eV
Doppler width of a 13.5 nm line: 3.6e-03 eV
distinct energies with effective L^2 term: 34
distinct energies with field gradient: 122
distinct energies with magnetic field: 210
```
